# Summed Orbital Energies and Deposited Electronic Energy: A Referee's Comment

**The argument under review.** The manuscript propagates Kohn–Sham orbitals while a fast ion passes through a target. When the ion has left, it evaluates the expectation value of the orbital Hamiltonian in every occupied orbital, adds these values, and subtracts the sum found before the passage. The reasoning is: "The orbital energies are the energies of the electrons. Their sum is therefore the electronic energy, and its change is the energy deposited by the ion. The sum still oscillates after the passage, so we quote its time average."

The question is whether this change equals the energy that the ion has lost. I suggest that the authors consider a system small enough for every term to be followed: two electrons of opposite spin on two sites.

## The model and its two sums

Formulas are in Hartree atomic units; numbers are given in eV and nm. Both electrons occupy one normalized orbital with amplitudes $\phi_1,\phi_2$. The site occupations are $n_i=2|\phi_i|^2$, written as $n_1=1+m$ and $n_2=1-m$. The one-electron Hamiltonian $h$ contains a hopping element $-J$, site energies $\varepsilon_i$ and the ion's potential $v_i(t)$, which vanishes long before and long after the passage.

Two electrons on the same site repel with energy $U$. Each is on site $i$ with probability $n_i/2$, so in this product state both are there with probability $n_i^2/4$. The total energy is

$$E=2\langle\phi|h|\phi\rangle+\frac U4\sum_i n_i^2. \tag{1}$$

A repulsion $W$ between electrons on different sites needs no new term. The probability of finding them on different sites is $1-\sum_i n_i^2/4$, so $W$ adds a constant and lowers the coefficient of $\sum_i n_i^2/4$ by $W$. Hence $U$ stands for on-site minus intersite repulsion.

The equation of motion is $i\dot\phi_i=\tfrac12\,\partial E/\partial\phi_i^*$. Since $\partial n_i/\partial\phi_i^*=2\phi_i$, the interaction contributes $\tfrac12\cdot\tfrac U4\cdot2n_i\cdot2\phi_i=\tfrac U2n_i\phi_i$. The orbital Hamiltonian is therefore

$$h_s=h+\frac U2 n_i .$$

This is the Hartree potential $Un_i$ less the exchange potential $Un_i/2$: each electron feels the other one and not itself. The sum of the two orbital energies is

$$S=2\langle\phi|h_s|\phi\rangle=2\langle\phi|h|\phi\rangle+\frac U2\sum_i n_i^2. \tag{2}$$

The repulsion belongs to the pair, but it appears in full in the orbital energy of each partner. Subtracting (1) from (2), and using $\sum_i n_i^2=(1+m)^2+(1-m)^2=2+2m^2$, gives

$$S-E=\frac U4\sum_i n_i^2=\frac U2(1+m^2). \tag{3}$$

If this excess were constant, it would cancel from differences and the manuscript's argument would hold. It depends on $m$, and the ion sets $m$ in motion.

## Which quantity does the ion pay for?

Let the ion, of mass $M_p$, move along a straight line with coordinate $X(t)$. The energy changes through the orbital and through $v_i$. The orbital part is

$$\sum_i\left(\frac{\partial E}{\partial\phi_i}\dot\phi_i+\frac{\partial E}{\partial\phi_i^*}\dot\phi_i^*\right)=\sum_i\left(-2i\dot\phi_i^*\dot\phi_i+2i\dot\phi_i\dot\phi_i^*\right)=0,$$

by the equation of motion and its complex conjugate. What remains is

$$\frac{dE}{dt}=\sum_i n_i\frac{dv_i}{dt}=\dot X\sum_i n_i\frac{\partial v_i}{\partial X}=-\dot X F, \tag{4}$$

where $F=-\sum_i n_i\,\partial v_i/\partial X$ is the force of the electrons on the ion. From $M_p\ddot X=F$ the kinetic energy changes at the rate $+\dot XF$. The sum of $E$ and the kinetic energy is thus constant, and since $v_i$ vanishes at both ends, $\Delta E$ equals the kinetic energy lost. Forces from fixed atomic cores derive from a potential that also vanishes at both ends, so they do no net work.

For the orbital sum, the motion of $\phi$ under $h_s$ does not change $\langle h_s\rangle$, because $h_s$ commutes with itself. Only its explicit time dependence counts:

$$\frac{dS}{dt}=\sum_i n_i\frac{d}{dt}\left(v_i+\frac U2n_i\right)=\frac{dE}{dt}+U m\dot m. \tag{5}$$

The last term survives after the ion has gone. Each orbital then moves in a potential that the electrons themselves keep changing, and its energy is not conserved. With $m_0$ the initial value of $m$, integration gives

$$\Delta S=\Delta E+\frac U2\left(m^2-m_0^2\right). \tag{6}$$

The two agree if $U=0$, or at instants when $m^2=m_0^2$.

## Would the initial eigenvalues be safer?

The authors might instead project the final orbital on the initial eigenstates and weight the populations with the initial eigenvalues. This gives the expectation value of the initial orbital Hamiltonian, with the potential $Un_i^0/2$ frozen:

$$\Delta S_0=\Delta\big(2\langle h\rangle\big)+\frac U2\sum_i n_i^0(n_i-n_i^0).$$

From (1), $\Delta E=\Delta(2\langle h\rangle)+\frac U4\sum_i(n_i^2-n_i^{0\,2})$. Subtracting,

$$\Delta E-\Delta S_0=\frac U4\sum_i\left(n_i^2-2n_in_i^0+n_i^{0\,2}\right)=\frac U2(m-m_0)^2. \tag{7}$$

For $U>0$ the frozen sum is never above the deposit in this model. It omits the repulsion of the density change with itself. For $m_0=0$ the errors in (6) and (7) are opposite, so the mean of the two sums is correct. For other $m_0$ that mean has the error $\tfrac U2m_0(m-m_0)$, so it is no general remedy.

## Does the error fade for weak excitation?

Take equal site energies, hence $m_0=0$. Apart from a common phase, let $\phi_1=\sqrt{(1+m)/2}$ and $\phi_2=\sqrt{(1-m)/2}\,e^{i\theta}$. The hopping energy is $-4J\,\mathrm{Re}(\phi_1^*\phi_2)=-2J\sqrt{1-m^2}\cos\theta$. Measured from the ground state, $m=\theta=0$, the energy after the passage is

$$\Delta E=2J\left(1-\sqrt{1-m^2}\cos\theta\right)+\frac U2m^2. \tag{8}$$

The restricted ground state must also be stable against spin polarization. If the two spins shift oppositely, with occupations $(1\pm s)/2$ on site 1, the energy is $-2J\sqrt{1-s^2}+\tfrac U2(1-s^2)$. It rises with small $s$ if $U<2J$, which I assume.

The equation of motion gives $\dot m=4\,\mathrm{Re}(\phi_1^*\dot\phi_1)=-4J\,\mathrm{Im}(\phi_1^*\phi_2)=-2J\sqrt{1-m^2}\sin\theta$. The difference of the two phase velocities gives $\dot\theta=v_1-v_2+Um+2Jm\cos\theta/\sqrt{1-m^2}$. To first order,

$$\dot m=-2J\theta,\qquad \dot\theta=(2J+U)m+f(t),\qquad f=v_1-v_2. \tag{9}$$

With $f=0$ this is an oscillation with $\omega^2=2J(2J+U)$. At its turning points $\theta=0$ and $|m|=m_{\max}$, so (8) becomes $\Delta E=(J+U/2)\,m_{\max}^2$ to leading order. The largest relative error is

$$\frac{\Delta S_{\max}-\Delta E}{\Delta E}=\frac{U m_{\max}^2/2}{(J+U/2)\,m_{\max}^2}=\frac{U}{2J+U}. \tag{10}$$

The amplitude has cancelled: error and deposit are both of second order. The time average of $m^2$ is $m_{\max}^2/2$, so averaging, as the manuscript does, halves the error and does not remove it.

For finite amplitude, set $c=\sqrt{1-m_{\max}^2}$. Turning points require $\sin\theta=0$, and $\theta=\pi$ would need $\Delta E\ge2J+U/2$ (the minimum of (8) at $\theta=\pi$ for $U<2J$). Below that energy $\theta=0$, and (8) reads $\Delta E=2J(1-c)+\tfrac U2(1-c^2)$, or $Uc^2+4Jc+2\Delta E-4J-U=0$. The positive root is

$$c=\frac{-2J+\sqrt{(2J+U)^2-2U\Delta E}}{U}, \tag{11}$$

and the peak error is $\tfrac U2(1-c^2)$.

The weak deposit itself follows from (9). Define $a=\sqrt{2J}\,\theta+i\sqrt{2J+U}\,m$. Then $\dot a=-i\omega a+\sqrt{2J}\,f$, and the leading-order energy is $|a|^2/2$. Starting from $a=0$, the final modulus is $\sqrt{2J}\,|\int f e^{i\omega t}dt|$, so

$$\Delta E=J\left|\int f(t)\,e^{i\omega t}dt\right|^2. \tag{12}$$

For a screened ion of charge $q$, $v_i=-q\,e^{-r_i/\lambda}/r_i$ with $r_i^2=b_i^2+V^2t^2$, where $V$ is the speed and $b_i$ the distance of the path from site $i$. A Fourier transform along the path turns the screened Poisson equation into a two-dimensional one with inverse length $\kappa=\sqrt{1/\lambda^2+\omega^2/V^2}$, whose solution is $2K_0(\kappa b)$, with $K_0$ the modified Bessel function. The integral in (12) then has the modulus $(2q/V)[K_0(\kappa b_1)-K_0(\kappa b_2)]$.

## Numbers for a passing proton

Let a 25 keV proton ($V=2.19$ nm/fs) cross the extended bond axis at right angles, 0.20 nm outside the nearer site. The sites are 0.15 nm apart, $\lambda=0.20$ nm, $J=2.5$ eV and $U=3$ eV. I integrated the equations for the orbital and the proton's motion together with a high-order Runge–Kutta method, starting 4 nm before the closest approach. After the passage, beyond 4 nm:

| Quantity | Value (eV) |
|---|---|
| Kinetic energy lost by the proton | 0.359 |
| $\Delta E$ | 0.359 |
| $\Delta S$, range | 0.359 to 0.491 |
| $\Delta S$, average over whole periods | 0.425 |
| $\Delta S_0$, range | 0.226 to 0.359 |

The manuscript's average exceeds the deposit by 18.5% of the deposit, and a reading at the wrong instant exceeds it by 37%. Equation (11) accounts for the peak: $c=(-5+\sqrt{64-6\times0.3585})/3=0.955$, so the error is $1.5\times(1-0.955^2)\approx0.13$ eV.

Reducing the ion's charge to $0.05$ lowers the simulated deposit to 0.907 meV, which (12) reproduces to the digits given. The peak error is then 37.5% of the deposit, the value $3/(5+3)$ of (10), and the average error is 18.75%.

Nor would a comparison between ion speeds expose the fault in this symmetric dimer. With geometry and screening held fixed, the deposit is 0.402 eV at 10 keV and 0.146 eV at 100 keV, while the largest orbital sums are 0.551 and 0.201 eV. Equation (11) contains the speed only through $\Delta E$, and for deposits this small the peak error is nearly proportional to $\Delta E$, as in (10). It therefore stays near 37% of the deposit. The curve has nearly the right shape and the wrong scale.

## An asymmetric target: the sum can fall

Now let the nearer site have energy $-1.5$ eV and the other $+1.5$ eV. The site energies contribute $-3m$ eV to $E$, and the ground state satisfies

$$-3+\frac{5m_0}{\sqrt{1-m_0^2}}+3m_0=0,\qquad m_0=0.359.$$

Write $m=m_0+\delta$. Equation (6) gives

$$\Delta S-\Delta E=U m_0\delta+\frac U2\delta^2 .$$

The error is now of first order in the density change. The deposit remains of second order, because the ground state is a minimum of $E$. For a sufficiently weak passage the largest error of the instantaneous sum therefore outweighs the deposit, and the error changes sign during the oscillation. To first order $\delta$ oscillates about zero, so an average over whole periods removes the first-order part. What remains is of second order, like the deposit itself; for the passages below the averaged sum exceeds the deposit by 14%.

For a proton passing at 0.40 nm, other settings unchanged, the deposit is 10.5 meV. The orbital sum swings between $-38$ and $+65$ meV: read at some instants, without averaging, it would report that the target had lost energy. The lower limit corresponds to $m^2=m_0^2-2(0.0379+0.0105)/3=0.0966$, or $\delta=-0.048$. The error of the frozen sum there is only $-1.5\,\delta^2\approx-3.5$ meV, though this is still a third of the deposit. In two further runs at this distance, raising the charge from 0.05 to 0.10 multiplied the largest negative error by 1.99 and the deposit by 4.00, as first and second order require.

## From the dimer to Kohn–Sham calculations

For an adiabatic functional that depends on the density, the orbital sum contains $\int v_{\rm H}n=2E_{\rm H}$ and $\int v_{\rm xc}n$, where the energy contains $E_{\rm H}$ and $E_{\rm xc}$. Hence

$$\Delta E=\Delta S-\Delta E_{\rm H}+\Delta E_{\rm xc}-\Delta\!\int v_{\rm xc}\,n\,d^3r .$$

One might hope that exchange and correlation cancel the Hartree part of the error. They need not. If the symmetric dimer is given an additional local energy $-A\sum_i n_i^{4/3}$ with $A=1$ eV, the interaction energy is $\sum_i g(n_i)$ with $g=Un^2/4-An^{4/3}$, and $S-E=\sum_i(ng'-g)$. Expanding about $n=1$, the peak error is $(g''+g''')m_{\max}^2=(U/2-4A/27)\,m_{\max}^2$ and the deposit is $(J+g'')m_{\max}^2=(J+U/2-4A/9)\,m_{\max}^2$. The ratio is $1.352/3.556=38\%$, slightly more than without the term, because the deposit per $m_{\max}^2$ falls by a larger fraction than the error does. The 25 keV run gives a deposit of 0.382 eV and a largest orbital sum of 0.525 eV, an excess of 37%.

## How far the example reaches

Protons of tens of keV are used in hydrogen implantation, and the bond parameters are round values of a covalent size. The deposit of 0.36 eV is nevertheless not a stopping power. Real electronic stopping at this energy is very roughly 100 eV/nm in a light solid, and it sums over many electrons and distances of passage.

Within the model, propagating the full two-electron state instead of the mean field gives 0.32 eV, so the mean field is 12% too high relative to that value. A larger omission is excitation within atoms and ionization. One free electron at rest on each site would together receive 1.5 eV from the proton's sideways impulse, but this estimate ignores binding. For electrons bound as in the hydrogen 1s state, first-order perturbation theory with the same screened potential gives about 0.6 eV, less than twice the model's deposit but far more than the mean-field error of 0.04 eV. The proton also moves as fast as the electron in a hydrogen atom, so electron capture, which the model excludes, cannot be presumed small. The sideways recoil that the straight path suppresses is 1.3 meV if one electron per site pulls on the proton, and letting the path bend under the electronic force changes the deposit by only 0.1 meV.

These omissions limit the predicted deposit. They do not repair the accounting, since (6) follows from the mean-field equations for any drive. Neither the size nor the sign of the error in the authors' target can be inferred from the dimer; both have to be computed there. The fixed site orbitals exclude changes in the extent of the density. For H$_2$ in the local density approximation with a double-zeta basis, a small admixture of the $\sigma_u$ orbital lowers the Hartree energy and leaves $\Delta S$ below $\Delta E$. A real admixture of a $\sigma_g$ orbital gives an error many times the deposit, although the molecule is symmetric.

**Requested revision.** The deposited energy should be recomputed from the total energy functional, with the ion far away at both ends, or from the work done against the electronic force on the ion. Agreement between the two would also test the propagation. If the ion carries electrons away, both quantities include the energy of those electrons, which has to be accounted for separately because it does not stay in the target. The orbital sum may be kept as a diagnostic, provided that it is not called deposited energy.
